# Exponential Dissolution of a Copper Pad in Well-Mixed Liquid Solder

## 1. A pad under one millimetre of stirred solder

Take 1 mm³ of stirred liquid solder, initially free of copper, above 1 mm² of copper pad. Between the two lies a thin unstirred film of solder that copper must cross by diffusion. The volume of the film is not counted in the 1 mm³. Suppose the film passes copper at a rate proportional to what the liquid still lacks:

$$J=K(C_s-C),\qquad K=1.0\times10^{-4}\ \text{m/s}.$$

Here $J$ is copper mass per area and time, counted positive from pad to liquid, $C$ is dissolved copper mass per volume of liquid, and $C_s=80$ kg/m³ is its saturation value. The stirred volume per wetted area is $L=V/A=1$ mm. In a time $dt$ each unit of area delivers $J\,dt$, which raises the concentration by $J\,dt/L$. Hence

$$\frac{dC}{dt}=\frac{K}{L}(C_s-C).$$

The missing concentration falls by the same fraction in each equal interval. Its time constant is $L/K=10^{-3}/10^{-4}=10$ s, so after 10 s the liquid holds $80(1-e^{-1})=50.6$ kg/m³.

The sections below derive $K$ and find how far the result can be trusted. The parameters are round model values, not measurements of a particular alloy. The film is an idealised boundary layer: its effective thickness is set by the flow and, in real flows, also depends on $D$. A 40 µm film on a 1 mm scale needs flow of the order of centimetres per second, as in flowing solder rather than in a resting joint.

## 2. The law and its assumptions

Let $x$ run from the solid surface at $x=0$ to the edge of the film at $x=\delta$. The following are assumed.

- The liquid beyond the film has uniform concentration $C(t)$ and fixed volume $V$.
- The wetted area $A$, film thickness $\delta$, diffusivity $D$ and saturation value $C_s$ are constant, and so is the temperature.
- The liquid touching the solid is in local equilibrium with it, so $c(0,t)=C_s$. In tin solder the solid surface is normally an intermetallic skin, and $C_s$ refers to equilibrium with that skin.
- The film is thin, $\varepsilon=\delta/L=A\delta/V\ll1$, and copper is dilute by volume.
- The pad is not used up, and net storage of copper in the intermetallic is negligible.

In the film, diffusion obeys $\partial c/\partial t=D\,\partial^2c/\partial x^2$. The film adjusts in a time of order $\delta^2/D$. If the bulk changes much more slowly, the time derivative can be dropped. Then $\partial^2c/\partial x^2=0$, and the profile through the two end values is

$$c(x)=C_s-(C_s-C)\frac{x}{\delta}.$$

Fick's law gives the flux. Its minus sign cancels the negative slope:

$$J=-D\frac{\partial c}{\partial x}=\frac{D}{\delta}(C_s-C),\qquad K=\frac{D}{\delta}.$$

The copper balance of the bulk is $V\,dC/dt=AJ$, so

$$\frac{dC}{dt}=\frac{C_s-C}{\tau},\qquad \tau=\frac{V}{AK}=\frac{V\delta}{AD}.$$

Let the deficit be $U=C_s-C$. Since $C_s$ is constant, $dU/dt=-U/\tau$. Separating variables and integrating from the initial concentration $C_0<C_s$ gives $\ln[U(t)/U(0)]=-t/\tau$, or

$$\boxed{C(t)=C_s-(C_s-C_0)e^{-t/\tau}}.$$

This is the Nernst-Brunner approach to saturation. With $D=4\times10^{-9}$ m²/s and $\delta=40$ µm, $K=4\times10^{-9}/(4\times10^{-5})=10^{-4}$ m/s, the value used above. From $C_0=0$, 95 % saturation requires $e^{-t/\tau}=0.05$, so $t=\tau\ln20=30.0$ s. If the liquid starts with 30 kg/m³ of copper, then after $2\tau$ it holds $80-50e^{-2}=73.2$ kg/m³. The time constant is unchanged; the initial deficit is smaller.

For $\delta^2/D\ll t\ll\tau$, $C-C_0\approx(C_s-C_0)t/\tau$: once the film profile is established, dissolution is nearly linear in time while the liquid is far from saturation. A large bath has large $V/A$ and stays in this regime for long. Its initial flux per area is the same as that of a small joint with the same $K$ and deficit.

## 3. What fixed area and film thickness do

If $A$ and $\delta$ vary slowly enough for the linear film profile to hold, while $V$, $D$ and $C_s$ stay fixed, the balance reads

$$\frac{1}{U}\frac{dU}{dt}=-\frac{D}{V}\frac{A(t)}{\delta(t)}.$$

Integration gives

$$U(t)=U(0)\exp\left[-\frac{D}{V}\int_0^t\frac{A(t')}{\delta(t')}\,dt'\right].$$

This is a simple exponential in time when the ratio $A/\delta$ is constant. Constancy of each quantity is sufficient.

As a contrasting case, let fading stirring thicken the film as $\delta(t)=\delta(1+t/t_g)$. The exponent becomes

$$-\frac1\tau\int_0^t\frac{dt'}{1+t'/t_g}=-\frac{t_g}{\tau}\ln\left(1+\frac{t}{t_g}\right),$$

and therefore

$$\frac{U(t)}{U(0)}=\left(1+\frac{t}{t_g}\right)^{-t_g/\tau}.$$

For $t_g=\tau=10$ s and $t=30$ s this is $1/(1+3)=0.25$, against $e^{-3}=0.050$ for a fixed film. Direct integration of the rate equation confirms the power law. The comparison concerns the quasi-steady rate equation with $V$ held fixed. In a closed joint the film would thicken at the expense of the stirred volume. By 30 s the film is four times thicker, so its storage error is larger too.

## 4. The error of the linear film profile

The film holds some copper and needs time to respond. To find the resulting error, keep the full diffusion equation for the film deficit $u(x,t)=C_s-c(x,t)$. At the solid $u(0,t)=0$. At the film edge $u(\delta,t)=U(t)$, and the bulk balance $L\,dC/dt=-D\,\partial c/\partial x$ becomes

$$L\frac{dU}{dt}=-D\left.\frac{\partial u}{\partial x}\right|_{\delta}.$$

Try a decaying mode $u=\sin(\beta x/\delta)\,e^{-\lambda t}$. The diffusion equation gives $\lambda=D\beta^2/\delta^2$. Substitution in the bulk balance gives

$$L\frac{D\beta^2}{\delta^2}\sin\beta=\frac{D\beta}{\delta}\cos\beta
\quad\Rightarrow\quad \beta\tan\beta=\varepsilon.$$

For the slow mode $\beta$ is small. Expanding, $\beta^2+\beta^4/3+\dots=\varepsilon$, so $\beta^2=\varepsilon-\varepsilon^2/3+\dots$. Its decay time is

$$T=\frac{\delta^2}{D\beta^2}=\frac{\delta^2}{D\varepsilon}\left(1+\frac{\varepsilon}{3}+\dots\right)
=\tau\left(1+\frac{\varepsilon}{3}+\dots\right),$$

where $\delta^2/(D\varepsilon)=\delta L/D=\tau$.

The amplitude of this mode depends on the starting state. Let film and bulk both start at $C_0$, so the deficit is uniform. To project it on the modes we need their orthogonality. For two modes $u_m(x)$ and $u_n(x)$, multiply each equation $Du''=-\lambda u$ by the other mode, subtract and integrate by parts:

$$(\lambda_m-\lambda_n)\int_0^\delta u_mu_n\,dx=D\left[u_mu_n'-u_m'u_n\right]_0^\delta.$$

The lower end vanishes. At the upper end $Du'=L\lambda u$, so the right side is $-(\lambda_m-\lambda_n)L\,u_m(\delta)u_n(\delta)$. Modes with different decay rates are therefore orthogonal under the product

$$\langle u,v\rangle=\int_0^\delta uv\,dx+L\,u(\delta)v(\delta).$$

The second term is the weight of the bulk. Projecting a unit deficit on the slow mode, and evaluating that mode at $x=\delta$, gives its relative amplitude in the bulk:

$$a=\sin\beta\,\frac{\delta(1-\cos\beta)/\beta+L\sin\beta}{\delta\int_0^1\sin^2(\beta\xi)\,d\xi+L\sin^2\beta}.$$

Divide numerator and denominator by $L\sin^2\beta$. For small $\beta$, $(1-\cos\beta)/(\beta\sin\beta)\to1/2$ and $\int_0^1\sin^2(\beta\xi)d\xi/\sin^2\beta\to1/3$. Their corrections enter at order $\varepsilon^2$, because $\beta^2\approx\varepsilon$. Thus

$$a=\frac{1+\varepsilon/2}{1+\varepsilon/3}+O(\varepsilon^2)=1+\frac{\varepsilon}{6}+O(\varepsilon^2).$$

To this order, $a\,e^{-t/T}=e^{-(t-t_d)/T}$ with $t_d=\varepsilon\tau/6=\delta^2/(6D)$. The bulk lags because the film must first fill.

After the fast modes have died out, the law exceeds the resolved concentration by a fraction of the initial deficit

$$a\,e^{-t/T}-e^{-t/\tau}\approx\varepsilon e^{-s}\left(\frac16+\frac{s}{3}\right),\qquad s=\frac t\tau.$$

Its derivative vanishes when $1/3-1/6-s/3=0$, that is at $s=1/2$, where the error is $\varepsilon e^{-1/2}/3$.

In the example $\varepsilon=0.04$ and $\delta^2/D=0.4$ s, so this estimate is 0.0081. A finite-volume solution of film and bulk, which assumes neither a linear profile nor an exponential, gives a largest error of 0.0080 in $C/C_s$. Its slow decay time is 10.13 s, its amplitude 1.0066 and the estimated delay 0.067 s. Halving $D$ and $\delta$ together keeps $K$ fixed and lowers the error to 0.0040, as an error proportional to $\varepsilon$ should behave.

## 5. A slow interface also gives an exponential

Suppose copper leaves the solid at a finite first-order rate, so that the liquid at the surface has a concentration $c_i<C_s$:

$$J=k(C_s-c_i)=\frac{D}{\delta}(c_i-C).$$

The two fluxes are equal because a quasi-steady film stores no extra copper. Write each concentration drop in terms of $J$ and add them:

$$C_s-C=(C_s-c_i)+(c_i-C)=J\left(\frac1k+\frac{\delta}{D}\right).$$

Hence $J=K(C_s-C)$ still holds, with

$$\frac1K=\frac{\delta}{D}+\frac1k.$$

For $k\gg D/\delta$ the film controls the rate and $K\to D/\delta$. For $k\ll D/\delta$ the interface controls it and $K\to k$. Both limits give exponential saturation, so an exponential record does not by itself establish diffusion control. If $\delta$ can be varied in a known way with $D$ and $k$ fixed, a plot of $1/K$ against $\delta$ separates them: the slope is $1/D$ and the intercept $1/k$. Here $K$ means the flux divided by the deficit, $J/(C_s-C)$, in a quasi-steady film. If $K$ is instead inferred from a measured decay time $T$ as $L/T$, copper stored in the film distorts the plot. With a slow interface the film fills along with the bulk, so $T\approx(L+\delta)/k$, which adds about $1/(kL)$ to the slope. This is small compared with $1/D$ only if $k\gg D/L$. Even with a fast interface, $T/L=(\delta/D)(1+\varepsilon/3)$ from Section 4 raises the local slope by the fraction $2\varepsilon/3$, about 2.7 % here, and shifts the intercept.

For $k=4\times10^{-4}$ m/s, $1/K=10\,000+2500=12\,500$ s/m. Thus $K=8\times10^{-5}$ m/s and $\tau=12.5$ s. The film-resolved calculation gives 12.7 s, a difference of 1.7 % relative to the series formula.

## 6. Pad loss and exhaustion

Let $h$ be the thickness of copper lost, assumed uniform over the pad, and $\rho=9000$ kg/m³ the density of solid copper. If all lost copper enters the bulk liquid, $\rho A h=V(C-C_0)$, so

$$h(t)=\frac{L}{\rho}(C-C_0)=h_\infty\left(1-e^{-t/\tau}\right),\qquad
h_\infty=\frac{L(C_s-C_0)}{\rho}.$$

For $C_0=0$, $h_\infty=10^{-3}\times80/9000=8.89$ µm. The initial rate of the law is $KC_s/\rho=0.889$ µm/s. This rate presumes an established film: a film that starts free of copper has a steeper gradient at the solid until it fills.

The film also holds copper. With its linear profile the mean concentration is $(C_s+C)/2$, so a film initially free of copper adds

$$h_{\text{film}}=\frac{\delta(C_s+C)}{2\rho}.$$

At 10 s the bulk term is 5.62 µm and the film term is $40(80+50.57)/(2\times9000)=0.29$ µm, together 5.91 µm. The film-resolved value is 5.84 µm. The sum is slightly high because the simple law overstates $C$ at this time, 50.6 against 50.0 kg/m³. At saturation the film adds the fraction $\delta/L$, which raises the final loss from 8.89 to 9.24 µm.

A 20 µm pad therefore survives in this model. A 5 µm pad does not. For initial pad thickness $h_0<h_\infty$, setting $h(t_*)=h_0$ gives $e^{-t_*/\tau}=1-h_0/h_\infty$, or

$$t_*=-\tau\ln\left(1-\frac{h_0}{h_\infty}\right).$$

For the thin pad, $t_*=-10\ln(1-5/8.889)=8.27$ s. The film-resolved calculation gives 7.76 s. The simple estimate is 6.6 % late relative to that value, which is the unsafe direction for a process limit. The percentage belongs to this thickness. It is larger for thin pads and grows without bound as $h_0$ approaches $h_\infty$; pads between 8.89 and 9.24 µm survive by the simple law but are exhausted once the film is counted.

Even with no copper in the bulk, a linear film profile holds as much copper as a pad of thickness $\delta C_s/(2\rho)=0.18$ µm. For a much thicker pad and $C_0=0$, film storage can be included by solving $\rho h_0=LC_*+\delta(C_s+C_*)/2$ for the bulk concentration at exhaustion:

$$C_*=\frac{\rho h_0-\delta C_s/2}{L+\delta/2},\qquad
t_*=-\tau\ln\left(1-\frac{C_*}{C_s}\right).$$

This gives 7.59 s, early by 2.2 %. After exhaustion the source has gone and the exponential law no longer applies.

If the intermetallic layer thickens, it stores copper as well. That amount must be added to the pad loss, and $h_\infty$ is then no longer the whole loss. The present model does not calculate it, and it is not small on the scale of the corrections above: each micrometre of Cu₆Sn₅ holds the copper of roughly 0.36 µm of pad, as much as the whole film holds at saturation.

## 7. The error of fixed liquid volume

Dissolved copper takes up room, and the solid surface recedes. Let $\varphi=C/\rho$ be the copper volume fraction, with value $\varphi_s=C_s/\rho$ at saturation. Assume that volumes add and that copper has the same partial density in liquid and solid.

In the frame of the receding surface, copper alone crosses it, so the total volume flux $v$ equals the copper volume flux. The latter is the sum of diffusion and flow:

$$v=-D\frac{d\varphi}{dx}+\varphi v
\quad\Rightarrow\quad
\frac{v}{D}\,dx=-\frac{d\varphi}{1-\varphi}=d\ln(1-\varphi).$$

Integrating from $\varphi_s$ at the solid to $\varphi$ in the bulk yields

$$v=\frac{D}{\delta}\ln\frac{1-\varphi}{1-\varphi_s}.$$

The bulk depth grows as $dL/dt=v$. For $C_0=0$ the other solder components keep their volume, so $L(1-\varphi)=L_0$. Differentiating $\varphi=1-L_0/L$ gives

$$\frac{d\varphi}{dt}=\frac{L_0}{L^2}v=\frac{(1-\varphi)^2}{L_0}v.$$

Now let $y=\varphi/\varphi_s=C/C_s$ and $s=t/\tau$, with $\tau=L_0\delta/D$. To first order beyond the dilute limit, the logarithm is $(\varphi_s-\varphi)[1+(\varphi_s+\varphi)/2]$ and the volume factor is $1-2\varphi$. Their product gives

$$\frac{dy}{ds}=(1-y)\left[1+\frac{\varphi_s}{2}(1-3y)\right].$$

At a given $y$, the concentration rises slightly faster than in the fixed-volume law while $y<1/3$, and slightly slower above that. The slowing comes from dilution by the added volume: the copper flux itself, given by $v$, exceeds its dilute value at every $y<1$. Put $y=1-e^{-s}+\varphi_sy_1$. Then

$$\frac{dy_1}{ds}+y_1=e^{-s}\left(-1+\frac32e^{-s}\right).$$

Multiplying by $e^s$ and integrating from $y_1(0)=0$ gives

$$y_1=e^{-s}\left[\frac32(1-e^{-s})-s\right].$$

The largest magnitude of $y_1$ is about 0.096, near $s=2.2$. With $\varphi_s=0.0089$ the predicted error in $C/C_s$ is 0.00085, and integration of the full volume model gives the same value. This is about a tenth of the film error.

The final loss changes more. Setting $\varphi=\varphi_s$ in the volume relation gives

$$h_\infty=L-L_0=\frac{L_0\varphi_s}{1-\varphi_s}=8.97\ \text{µm},$$

0.9 % above the fixed-volume value. This estimate leaves out film storage.

## 8. Without stirring

In stagnant liquid there is no fixed film. Unstirred liquid need not be stagnant: under the assumptions of Section 7 copper-rich solder is the denser liquid, so it is stably layered over a level pad at the bottom but can drive convection in other orientations. While the diffusion front is far from the opposite side, the liquid acts as a half-space. Put $c=C_sf(\eta)$ with $\eta=x/(2\sqrt{Dt})$. The diffusion equation becomes $f''=-2\eta f'$, so $f'\propto e^{-\eta^2}$. The conditions $f(0)=1$ and $f(\infty)=0$ fix $f'=-(2/\sqrt\pi)e^{-\eta^2}$. The wall flux and its time integral are

$$J=-\frac{DC_sf'(0)}{2\sqrt{Dt}}=C_s\sqrt{\frac{D}{\pi t}},\qquad
\int_0^tJ\,dt'=2C_s\sqrt{\frac{Dt}{\pi}}.$$

This requires $t\ll L^2/D$, which is $10^{-6}/(4\times10^{-9})=250$ s here. At 10 s the stagnant liquid has taken up 0.226 of $VC_s$, against 0.632 for the well-mixed law. A diffusion calculation over the full depth agrees with the short-time formula. A small joint therefore cannot be treated as well mixed merely because it is small: the bulk must even out in a time short compared with $\tau$. When the film controls the rate, this requires flow; when a slow interface controls it, diffusion alone is enough if $L^2/D\ll L/k$, that is $k\ll D/L=4\times10^{-6}$ m/s here. This is stricter than the condition $k\ll D/\delta$ of Section 5.

## 9. Implementation

For a process divided into steps with constant $A$, $\delta$, $D$, $V$ and $C_s$, apply the law to each step:

$$C_{n+1}=C_n+(C_s-C_n)\left(1-e^{-\Delta t/\tau_n}\right).$$

If solder is added between steps, first reset $C_n$ to the concentration of the mixture. The update solves the quasi-steady rate equation within each step, so $\Delta t$ need not be small compared with $\tau_n$. A computation of $1-e^{-z}$ designed for small $z$ avoids loss of digits in short steps. The step length has no lower limit of its own. The quasi-steady film is justified when the conditions change little during a time $\delta^2/D$, because the film then has time to adjust. After a sudden change that disturbs the film profile, such as a jump in $C_s$ or $\delta$, the film needs a time of about $\delta^2/D$ to settle. For a jump in $C_s$ the response to the jump lags the update by the delay $\delta^2/(6D)$ of Section 4, so the predicted change is accurate as a fraction only after times much longer than $\delta^2/D$, and an error of order $\varepsilon$ times the jump persists for times of order $\tau$. If cooling lowers $C_s$ below $C_n$, copper-bearing solid can form in the liquid, and this update no longer describes the process.

Before using the result, check that $A\delta/V$ and $C_s/\rho$ are small, then compare the pad thickness with $(L+\delta)C_s/\rho$ for initially copper-free liquid. Near that limit, add the volume correction. The copper held by the intermetallic must be added as well. This layer can go on consuming the pad after the liquid is saturated, so the limit alone does not guarantee that a pad survives. The numerical output lists the values for the example.

## Computed values

```
INPUTS
Mixed liquid volume V = 1.000 mm^3
Wetted area A = 1.000 mm^2
Film thickness delta = 40.0 um
Diffusivity D = 4.00e-09 m^2/s
Saturation concentration Cs = 80.0 kg/m^3
Solid copper density rho = 9000 kg/m^3
MAIN LAW
V/A = 1.000 mm
Transfer coefficient K = 1.000e-04 m/s
Time constant tau = 10.000 s = 0.1667 min
Initial pad-loss rate = 0.8889 um/s
Time to 95 percent saturation = 29.957 s
t [s], C law [kg/m^3], C film model [kg/m^3], h law [um]
  5.0    31.478    30.835    3.4975
 10.0    50.570    49.983    5.6188
 20.0    69.173    68.811    7.6859
 30.0    76.017    75.829    8.4463
 50.0    79.461    79.420    8.8290
THIN-FILM TEST
epsilon = A delta/V = 0.0400 (dimensionless)
Film diffusion time delta^2/D = 0.4000 s
Delay delta^2/(6D) = 0.0667 s
Slow-mode decay time = 10.1337 s
Slow-mode bulk amplitude = 1.00657 (dimensionless)
Largest error in C/Cs = 0.00803 (dimensionless)
Same error, delta and D halved = 0.00403 (dimensionless)
PAD LOSS
Loss at tau, simple law = 5.6188 um
Loss at tau, with film storage = 5.9090 um
Loss at tau, film model = 5.8423 um
Final loss, simple law = 8.8889 um
Final loss, film model = 9.2444 um
Thick pad = 20.0 um; thin pad = 5.0 um
Thin pad exhausted, simple law = 8.267 s
Thin pad exhausted, with film storage = 7.590 s
Thin pad exhausted, film model = 7.758 s
LIMITS OF THE ASSUMPTIONS
Interface rate k = 4.00e-04 m/s
Series K = 8.000e-05 m/s; series tau = 12.500 s
Slow time with interface rate, film model = 12.707 s
C0 = 30.0 kg/m^3: C(2 tau) = 73.233 kg/m^3
Film growth time tg = 10.0 s
Comparison time for growing film = 30.0 s
(Cs-C)/Cs, fixed film = 0.0498 (dimensionless)
(Cs-C)/Cs, growing film = 0.2500 (dimensionless)
Copper volume fraction phi_s = 0.00889 (dimensionless)
Volume-change error in C/Cs = 0.00085 (dimensionless)
Final loss with volume change = 8.9686 um
Well-mixed uptake/(V Cs) at tau = 0.6321
Stagnant uptake/(V Cs) at tau = 0.2257
Stagnant short-time formula = 0.2257
```
